# Isotope-mass dependence of the lattice constant, evaluated for germanium: a program that tests the result

```python
"""
Isotope-mass dependence of the lattice constant a of germanium.
Result under test (quasi-harmonic approximation, zero pressure):
   dln a/dln M = -(1/(6 B V)) * sum_i gamma_i (eps_i - T c_i)
M: atomic mass, V: volume of the two-atom cell, B: isothermal bulk modulus,
gamma_i = -dln(omega_i)/dln V, eps_i: mean energy of mode i including the
zero-point part, c_i: its heat capacity.  Limits: zero-point strain ~ M^(-1/2)
at T = 0, and isotope effect ~ 1/(M T) at high T.
Model: Tersoff potential for Ge (nearest neighbours only, cutoff inactive).
Internal units: eV, angstrom, atomic mass unit u, kelvin.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import Chebyshev
from scipy import constants as const
from scipy.optimize import brentq

KB = const.k / const.e
HBAR = const.hbar * np.sqrt(const.e / (1e-20 * const.atomic_mass)) / const.e
GPA = const.e * 1e30 / 1e9

# Tersoff parameters for germanium
A_REP, B_ATT, LAM, MU = 1769.0, 419.23, 2.4451, 1.7047
BETA, N_T, C_T, D_T, H_T = 9.0166e-7, 0.75627, 1.0643e5, 15.652, -0.43884
R_CUT = 2.8                    # cutoff function equals one below this distance
TETRA = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / 4.0
STEP = 4e-3                    # displacement for second differences


def bond_order(bonds):
    r = np.linalg.norm(bonds, axis=-1)
    cosine = np.einsum('...ja,...ka->...jk', bonds, bonds)
    cosine = cosine / (r[..., :, None] * r[..., None, :])
    g = 1 + (C_T / D_T)**2 - C_T**2 / (D_T**2 + (H_T - cosine)**2)
    zeta = (g * (1 - np.eye(4))).sum(-1)
    return r, (1 + (BETA * zeta)**N_T)**(-1 / (2 * N_T))


def site_energy(bonds):
    """Energy of one atom as a function of its four bond vectors."""
    r, b = bond_order(bonds)
    return 0.5 * (A_REP * np.exp(-LAM * r) - B_ATT * b * np.exp(-MU * r)).sum(-1)


def static_energy(a):
    return 2 * site_energy(a * TETRA)


def site_hessian(a):
    x0 = (a * TETRA).reshape(12)
    e = STEP * np.eye(12)
    ei, ej = e[:, None, :], e[None, :, :]

    def f(x):
        return site_energy(x.reshape(12, 12, 4, 3))
    return (f(x0 + ei + ej) - f(x0 + ei - ej) - f(x0 - ei + ej)
            + f(x0 - ei - ej)) / (4 * STEP**2)


def q_mesh(n):
    """Shifted mesh in reduced coordinates, halved by time reversal."""
    s = (np.arange(n) + 0.5) / n
    return np.array([(x, y, z) for x in s[:n // 2] for y in s for z in s])


def force_matrix(a, q):
    """Mass-free 6x6 force-constant matrix at each reduced wavevector."""
    hess = site_hessian(a)
    phase = np.exp(-2j * np.pi * np.hstack([np.zeros((len(q), 1)), q]))
    hop = (phase[:, :, None, None] * np.eye(3)).reshape(len(q), 12, 3)
    own = -np.ones((len(q), 1, 1)) * np.tile(np.eye(3), (4, 1))
    w_a = np.concatenate([own, hop], axis=2)
    w_b = np.concatenate([hop.conj(), own], axis=2)
    return sum(w.conj().transpose(0, 2, 1) @ hess @ w for w in (w_a, w_b))


def modes(a, mass_a, mass_b, q):
    """Phonon energies (eV) and mode Grueneisen parameters."""
    d = 5e-4
    s = 1 / np.sqrt(np.repeat([mass_a, mass_b], 3))
    scale = s[:, None] * s[None, :]
    w2, vec = np.linalg.eigh(force_matrix(a, q) * scale)
    slope = (force_matrix(a * np.exp(d), q)
             - force_matrix(a * np.exp(-d), q)) * scale / (2 * d)
    dw2 = np.einsum('qis,qis->qs', vec.conj(), slope @ vec).real
    return HBAR * np.sqrt(w2), -dw2 / (6 * w2)


def cell_sum(values):
    return values.sum(axis=1).mean()


def mode_energy(hw, T):
    return hw / 2 if T == 0 else hw / 2 + hw / np.expm1(hw / (KB * T))


def t_times_c(hw, T):
    if T == 0:
        return 0 * hw
    x = hw / (KB * T)
    return KB * T * (x / 2 / np.sinh(x / 2))**2


# ---- static crystal
b0 = bond_order(TETRA)[1][0]
r0 = np.log(LAM * A_REP / (MU * b0 * B_ATT)) / (LAM - MU)
a0 = 4 * r0 / np.sqrt(3)
h = 5e-3
e_minus, e_zero, e_plus = (static_energy(a0 + s * h) for s in (-1, 0, 1))
BV0 = a0**2 * (e_plus - 2 * e_zero + e_minus) / h**2 / 9
V0 = a0**3 / 4
assert abs(static_energy(a0 + 1e-4) - static_energy(a0 - 1e-4)) / 2e-4 < 1e-6

# ---- phonon matrix against frozen displacement and homogeneous strain
bonds0 = a0 * TETRA
u = np.array([STEP, 0, 0])


def optical_energy(shift):
    return site_energy(bonds0 + shift) + site_energy(-bonds0 - shift)


k_opt = (optical_energy(u) + optical_energy(-u) - 2 * optical_energy(0 * u)) / STEP**2
gamma_point = np.linalg.eigvalsh(force_matrix(a0, np.zeros((1, 3))))[0]
assert abs(gamma_point[-1] / (2 * k_opt) - 1) < 1e-3


def strained_energy(e):
    b = bonds0 * np.array([1 + e, 1, 1])
    return site_energy(b) + site_energy(-b)


c11V = (strained_energy(1e-3) + strained_energy(-1e-3) - 2 * strained_energy(0)) / 1e-6
s_small = 0.004
la = np.linalg.eigvalsh(force_matrix(a0, np.array([[0, s_small, s_small]])))[0][2]
assert abs(la / (c11V * (4 * np.pi * s_small / a0)**2 / 2) - 1) < 2e-3

# ---- free energy on a set of lattice constants, minimum by interpolation
M1, MREF, M2 = 70.0, 73.0, 76.0
Q = q_mesh(8)
nodes = a0 + 0.045 + 0.075 * np.cos(np.pi * (np.arange(12) + 0.5) / 12)
assert nodes.max() * np.sqrt(3) / 4 < R_CUT
E_nodes = np.array([static_energy(a) for a in nodes])
W_nodes = [HBAR * np.sqrt(np.linalg.eigvalsh(force_matrix(a, Q))) for a in nodes]


def equilibrium(T, M, classical=False):
    """Lattice constant minimizing F, and B*V there."""
    F = []
    for e, w in zip(E_nodes, W_nodes):
        hw = w / np.sqrt(M)
        if classical:
            f = KB * T * np.log(hw / (KB * T))
        elif T == 0:
            f = hw / 2
        else:
            f = hw / 2 + KB * T * np.log1p(-np.exp(-hw / (KB * T)))
        F.append(e + cell_sum(f))
    p = Chebyshev.fit(nodes, F, 9)
    a = brentq(p.deriv(), nodes.min(), nodes.max(), xtol=1e-13)
    return a, a**2 * p.deriv(2)(a) / 9


# ---- general formula against minima at neighbouring masses
def slope_formula(T, M, a, BV):
    hw, gam = modes(a, M, M, Q)
    return -cell_sum(gam * (mode_energy(hw, T) - t_times_c(hw, T))) / (6 * BV)


slope_rows = []
for T in (0, 300, 1000):
    dm = 0.03
    direct = np.log(equilibrium(T, MREF * np.exp(dm))[0]
                    / equilibrium(T, MREF * np.exp(-dm))[0]) / (2 * dm)
    formula = slope_formula(T, MREF, *equilibrium(T, MREF))
    assert abs(formula / direct - 1) < 2e-3, (T, formula, direct)
    slope_rows.append((T, direct, formula, slope_formula(T, MREF, a0, BV0)))

# ---- first-order quantities at the static lattice constant
hw0, gam0 = modes(a0, MREF, MREF, Q)
zp_sum = cell_sum(gam0 * hw0 / 2)
sq_sum = cell_sum(gam0 * hw0**2)
zp_strain = zp_sum / (3 * BV0)
T_cross = sq_sum / (3 * cell_sum(gam0 * hw0)) / KB
hw6, gam6 = modes(a0, MREF, MREF, q_mesh(6))
mesh_error = cell_sum(gam6 * hw6 / 2) / zp_sum - 1
assert abs(mesh_error) < 2e-3


def first_order_strain(T, M):
    return cell_sum(gam0 * mode_energy(hw0 * np.sqrt(MREF / M), T)) / (3 * BV0)


def asymptote(T):
    """Leading high-temperature value of (a(M1)-a(M2))/a0."""
    return sq_sum * MREF * (1 / M1 - 1 / M2) / (36 * BV0 * KB * T)


# ---- trace identity: force constant of a single displaced atom
def single_atom_laplacian(a):
    b = a * TETRA

    def energy(shift):
        total = site_energy(b - shift)
        for j in range(4):
            neighbour = -b.copy()
            neighbour[j] += shift
            total += site_energy(neighbour)
        return total
    return sum(energy(v) + energy(-v) - 2 * energy(0 * v)
               for v in STEP * np.eye(3)) / STEP**2


d = 1e-3
dL = (single_atom_laplacian(a0 * np.exp(d))
      - single_atom_laplacian(a0 * np.exp(-d))) / (2 * d)
sq_trace = -HBAR**2 * dL / (3 * MREF)
assert abs(sq_trace / sq_sum - 1) < 2e-3

# ---- high-temperature series of (eps - T c)/(k T)
x = sp.symbols('x', positive=True)
eps_x = x / 2 + x / (sp.exp(x) - 1)
c_x = x**2 * sp.exp(x) / (sp.exp(x) - 1)**2
diff_series = (sp.series(eps_x, x, 0, 6).removeO()
               - sp.series(c_x, x, 0, 6).removeO())
assert sp.expand(diff_series - x**2 / 6 + x**4 / 180) == 0
assert sp.expand(sp.series(eps_x, x, 0, 4).removeO() - 1 - x**2 / 12) == 0

# ---- exponents
mass_log = np.log(M2 / M1)
p_zero = np.log((equilibrium(0, M2)[0] - a0) / (equilibrium(0, M1)[0] - a0)) / mass_log
assert abs(p_zero + 0.5) < 0.02
a_cl = equilibrium(1000, MREF, classical=True)[0]
p_high = np.log((equilibrium(1000, M2)[0] - a_cl)
                / (equilibrium(1000, M1)[0] - a_cl)) / mass_log
assert abs(p_high + 1) < 0.03

temps = (0, 50, 100, 200, 300, 500, 700, 1000)
table = []
for T in temps:
    a_light, a_heavy = equilibrium(T, M1)[0], equilibrium(T, M2)[0]
    first = first_order_strain(T, M1) - first_order_strain(T, M2)
    table.append((T, a_light, a_heavy, (a_light - a_heavy) / a0, first))
full = {row[0]: row[3] for row in table}
first = {row[0]: row[4] for row in table}
assert abs(full[0] / first[0] - 1) < 0.05
assert full[300] > full[500] > full[700] > full[1000] > 0
assert abs(first[1000] / asymptote(1000) - 1) < 0.02
t_log = np.log(1000 / 700)
t_exp_first = np.log(first[1000] / first[700]) / t_log
t_exp_full = np.log(full[1000] / full[700]) / t_log
assert abs(t_exp_first + 1) < 0.03
assert abs(t_exp_full + 1) < 0.3

# ---- two different sublattice masses against their mean
hw_mix, gam_mix = modes(a0, M1, M2, Q)
mix_error = cell_sum(gam_mix * hw_mix / 2) / zp_sum - 1
assert abs(mix_error) < 2e-3

# ---- output
hwX, gamX = modes(a0, MREF, MREF, np.array([[0, 0.5, 0.5]]))
print(f"static lattice constant a0 = {a0:.5f} angstrom")
print(f"static energy per atom = {e_zero / 2:.4f} eV")
print(f"cell volume V = {V0:.4f} angstrom^3")
print(f"static bulk modulus B = {BV0 / V0 * GPA:.2f} GPa")
print(f"B*V = {BV0:.4f} eV per cell")
print(f"masses: {M1:.0f}, {MREF:.0f} (reference), {M2:.0f} u")
print(f"optical phonon at zone centre = "
      f"{1e3 * HBAR * np.sqrt(gamma_point[-1] / MREF):.3f} meV")
print("X-point phonon energies (meV):", np.round(1e3 * hwX[0], 2))
print("X-point Grueneisen parameters:", np.round(gamX[0], 3))
print(f"Grueneisen range on mesh: {gam0.min():.3f} to {gam0.max():.3f}")
print(f"zero-point energy per cell = {1e3 * cell_sum(hw0 / 2):.3f} meV")
print(f"sum gamma*hw/2 per cell = {1e3 * zp_sum:.3f} meV")
print(f"zero-point-weighted mean gamma = {zp_sum / cell_sum(hw0 / 2):.4f}")
print(f"share of three lowest branches = "
      f"{cell_sum((gam0 * hw0)[:, :3]) / cell_sum(gam0 * hw0):.4f}")
print(f"sum gamma*(hw)^2 per cell = {1e6 * sq_sum:.2f} meV^2")
print(f"same from one displaced atom = {1e6 * sq_trace:.2f} meV^2")
print(f"first-order zero-point strain da/a = {zp_strain:.4e}")
print(f"first-order zero-point shift of a = {zp_strain * a0:.5f} angstrom")
print(f"first-order dlna/dlnM at T=0 = {-zp_strain / 2:.4e}")
print(f"first-order da/dM at T=0 = {-zp_strain * a0 / 2 / MREF:.3e} angstrom/u")
print(f"crossover temperature T* = {T_cross:.1f} K")
print("dlna/dlnM at 73 u: T(K), from minima, exact formula, first order")
for T, direct, formula, one in slope_rows:
    print(f"  {T:5d} {direct:.4e} {formula:.4e} {one:.4e}")
print("T(K), a(70), a(76) in angstrom; (a70-a76)/a0 in 1e-6:")
print("  full minimum, first order, 1/T asymptote")
for T, al, ah, df, d1 in table:
    tail = f"{1e6 * asymptote(T):8.3f}" if T > 0 else "     ---"
    print(f"  {T:5d} {al:.6f} {ah:.6f} {1e6 * df:8.3f} {1e6 * d1:8.3f} {tail}")
print(f"a(70)-a(76) at 0 K = {table[0][1] - table[0][2]:.3e} angstrom")
print(f"a(70)-a(76) at 300 K = {table[4][1] - table[4][2]:.3e} angstrom")
print(f"mass exponent of zero-point shift, full = {p_zero:.4f}")
print(f"classical a at 1000 K = {a_cl:.6f} angstrom")
print(f"mass exponent of quantum excess, 1000 K = {p_high:.4f}")
print(f"T exponent 700-1000 K, first order = {t_exp_first:.4f}")
print(f"T exponent 700-1000 K, full = {t_exp_full:.4f}")
print(f"70/76 sublattices vs mean mass, relative = {mix_error:.2e}")
print(f"q-mesh 6 vs 8, relative change = {mesh_error:.2e}")
print("done: every assertion held")
```

It prints:

```
static lattice constant a0 = 5.65675 angstrom
static energy per atom = -3.8506 eV
cell volume V = 45.2523 angstrom^3
static bulk modulus B = 75.76 GPa
B*V = 21.3992 eV per cell
masses: 70, 73 (reference), 76 u
optical phonon at zone centre = 40.798 meV
X-point phonon energies (meV): [19.31 19.31 31.24 31.24 34.8  34.8 ]
X-point Grueneisen parameters: [0.207 0.207 1.247 1.247 1.625 1.625]
Grueneisen range on mesh: 0.214 to 1.612
zero-point energy per cell = 82.143 meV
sum gamma*hw/2 per cell = 97.245 meV
zero-point-weighted mean gamma = 1.1839
share of three lowest branches = 0.2111
sum gamma*(hw)^2 per cell = 6511.70 meV^2
same from one displaced atom = 6511.83 meV^2
first-order zero-point strain da/a = 1.5148e-03
first-order zero-point shift of a = 0.00857 angstrom
first-order dlna/dlnM at T=0 = -7.5739e-04
first-order da/dM at T=0 = -5.869e-05 angstrom/u
crossover temperature T* = 129.5 K
dlna/dlnM at 73 u: T(K), from minima, exact formula, first order
      0 -7.6309e-04 -7.6306e-04 -7.5739e-04
    300 -3.1213e-04 -3.1210e-04 -3.0806e-04
   1000 -1.0218e-04 -1.0216e-04 -9.7546e-05
T(K), a(70), a(76) in angstrom; (a70-a76)/a0 in 1e-6:
  full minimum, first order, 1/T asymptote
      0 5.665538 5.665182   62.880   62.317      ---
     50 5.665592 5.665243   61.730   61.191  161.515
    100 5.666140 5.665835   53.845   53.401   80.758
    200 5.669046 5.668843   35.923   35.524   40.379
    300 5.673088 5.672942   25.766   25.361   26.919
    500 5.682310 5.682218   16.222   15.800   16.152
    700 5.692209 5.692142   11.843   11.407   11.537
   1000 5.707847 5.707799    8.487    8.031    8.076
a(70)-a(76) at 0 K = 3.557e-04 angstrom
a(70)-a(76) at 300 K = 1.458e-04 angstrom
mass exponent of zero-point shift, full = -0.5023
classical a at 1000 K = 5.707237 angstrom
mass exponent of quantum excess, 1000 K = -0.9973
T exponent 700-1000 K, first order = -0.9839
T exponent 700-1000 K, full = -0.9341
70/76 sublattices vs mean mass, relative = 7.02e-04
q-mesh 6 vs 8, relative change = -2.60e-06
done: every assertion held
```
